Transmission factor for near-field heat flow from graphene to a polar substrate

**Result**

A graphene sheet at z = 0 has electrons at temperature T_e. A polar half-space at temperature T_L fills z < −d, with vacuum between. The net heat flux per area into the substrate is

Q = ∫₀^∞ dω/(2π) ħω [n(ω,T_e) − n(ω,T_L)] ∫ d²q/(2π)² 𝒯(ω,q)

𝒯 = 4 Im r_g Im r_s x / |1 − r_g r_s x|², x = e^{−2qd},

where n is the Bose function. For two passive bodies 0 ≤ 𝒯 ≤ 1. Passivity gives the lower bound; the upper one is algebraic and holds for any complex r_g and r_s with a nonzero denominator.

Assumptions: linear response, uniformity in the plane, no electron drift, internal equilibrium in each body, independent noise in the two bodies, and q ≫ ω/c, so that the field is E = −∇φ. Time dependence is e^{−iωt}.

**Reflection coefficients and noise**

A potential φ_inc falling on a body returns as −rφ_inc. At the substrate surface (put at z = 0 for this step) the potential is e^{qz} − r_s e^{−qz} outside and t e^{qz} inside. Continuity of φ and of ε∂_zφ gives 1 − r_s = t and 1 + r_s = ε_s t, so

r_s = (ε_s − 1)/(ε_s + 1).

In graphene the electron density responds to the total potential through the polarizability χ. With v_q = e²/(2ε₀q) and ε_g = 1 − v_qχ, the total potential is φ_inc/ε_g. The induced part is (1/ε_g − 1)φ_inc, so

r_g = 1 − 1/ε_g.

An outside charge density σ at the surface of a body produces the potential σ/(2ε₀q), and the body adds −rσ/(2ε₀q). The charge does work at the rate ⟨φ ∂_tσ⟩, whose spectral density is Re[φ*(−iω)σ] = ω Im(φ*σ) = ω Im r |σ|²/(2ε₀q). A passive body cannot return net work, so Im r ≥ 0 for ω > 0.

If a perturbation −XF produces X = αF, the symmetrized noise of X, integrated with dω/(2π) over both signs of ω, is ħ coth(ħω/2k_BT) Im α. Here the perturbation is +σφ, so F = −σ and α = r/(2ε₀q). The potential noise at the surface of an isolated body is

S_φ = ħ coth(ħω/2k_BT) Im r/(2ε₀q).

**First derivation: flux through the gap**

Write φ = A e^{qz} + B e^{−qz} in the gap. With spontaneous potentials φ_g and φ_s at the two surfaces,

A = φ_g − r_g B
B = φ_s e^{−qd} − r_s x A.

The factor x arises because A has decayed by e^{−qd} at the substrate and its reflection decays again on the way back.

In vacuum ∂_t(ε₀E²/2) = −∇φ·∂_tD = −∇·(φ∂_tD), since ∇·∂_tD = 0. The upward flux is therefore φ∂_tD_z with D_z = −ε₀∂_zφ. Its spectral density is −ε₀ω Im(φ*∂_zφ). The squared terms in φ*∂_zφ are real, and the cross terms are q(AB* − A*B) = 2iq Im(AB*). Hence

downward flux = 2ε₀ωq Im(AB*).

With graphene noise alone, B = −r_s x A and A = φ_g/(1 − r_g r_s x), so Im(AB*) = x Im r_s |A|². Inserting S_φ gives

ħω coth(ħω/2k_BT_e) Im r_g Im r_s x/|1 − r_g r_s x|².

This is even in ω. Folding negative frequencies onto positive ones doubles it, and (1/2)coth = n + 1/2, so it becomes ħω(n + 1/2)𝒯.

With substrate noise alone, A = −r_g B and B = φ_s e^{−qd}/(1 − r_g r_s x). The upward flux is 2ε₀ωq Im r_g |B|², which has the same 𝒯 with T_L in place of T_e. The halves cancel in the difference, and Q follows.

For the bound, set a = r_g e^{−qd} = a₁ + ia₂ and b = r_s e^{−qd} = b₁ + ib₂. Then

|1 − ab|² = (1 − a₁b₁ + a₂b₂)² + (a₁b₂ + a₂b₁)²
|1 − ab*|² = (1 − a₁b₁ − a₂b₂)² + (a₂b₁ − a₁b₂)².

The first squares differ by 4a₂b₂(1 − a₁b₁), the second by 4a₁a₂b₁b₂. Their sum is 4a₂b₂, so

𝒯 = 1 − |1 − ab*|²/|1 − ab|² ≤ 1.

Equality requires r_g r_s* x = 1: equal phases, and moduli whose product is e^{2qd}.

**Second derivation: work done by the sheet's charge**

Now treat everything outside the sheet as its surroundings. A sheet charge σ meets the potential φ = Kσ, with K = (1 − r_s x)/(2ε₀q). The sheet responds to the total potential with charge Πφ, where Π = e²χ. Its bare charge noise, by the rule above with F = −φ, is

S_σ = −ħ coth(ħω/2k_BT_e) Im Π.

The total charge is σ = σ_noise + ΠKσ, so σ = σ_noise/(1 − KΠ). It does work on the surroundings at the spectral rate ω Im(φ*σ) = −ω Im K |σ|². The vacuum is lossless, so this energy ends in the substrate. Folding frequencies as before,

𝒯 = 4 Im K Im Π/|1 − KΠ|².

To compare, use KΠ = (1 − r_s x)(1 − ε_g):

1 − KΠ = ε_g + r_s x(1 − ε_g) = ε_g(1 − r_g r_s x)
Im K Im Π = (−x Im r_s)(−Im ε_g) = x Im r_s Im ε_g.

Since Im r_g = Im ε_g/|ε_g|², the first form of 𝒯 returns. For the reverse flow, the surroundings' potential noise is −ħ coth(ħω/2k_BT_L) Im K and the sheet absorbs −ω Im Π |φ|² with φ = φ_noise/(1 − KΠ), which gives the same factor.

The bound now has the form of impedance matching. Dividing numerator and denominator by |Π|², with ℓ₁ = Im(1/Π) and ℓ₂ = −Im K,

𝒯 = 4ℓ₁ℓ₂/|1/Π − K|² ≤ 4ℓ₁ℓ₂/(ℓ₁ + ℓ₂)² ≤ 1 for ℓ₁ℓ₂ > 0.

The first inequality drops the real part of the denominator; the second is (ℓ₁ − ℓ₂)² ≥ 0.

A numerical solution of Poisson's equation with bare sheet noise, summing Joule heat through the substrate, tests this route. For (ε_s, ε_g, qd) = (−1.2+0.3i, 3+2i, 0.5), (4+i, −1.5+0.4i, 0.25) and (−6+i, 8+3i, 0.1) it agrees with 𝒯 within 1.3×10⁻⁵ relative to the formula.

**What each derivation assumes**

The first needs a vacuum plane between the bodies and their full responses to outside charge. It does not ask how r_g arises, so it also covers a thick body or a sheet with correlations beyond mean field. The second needs a sheet of negligible thickness, but K may describe other passive surroundings at T_L, such as a filled spacer.

The second also assigns thermal noise to Π, a response to the total potential, which is a mean-field step. It is consistent with the first: screening the bare noise gives S_σ/[(2ε₀q)²|ε_g|²] = ħ coth(ħω/2k_BT_e) Im r_g/(2ε₀q), the S_φ used there.

Both need a stable steady state. For a causal passive body

r(z) = r(∞) + (2/π)∫₀^∞ dω′ ω′ Im r(ω′)/(ω′² − z²), r(∞) ≥ 0.

In the first quadrant of complex frequency Im z² > 0, so Im r > 0 for both bodies, and the identity gives |1 − ab|² ≥ 4 Im a Im b > 0. The second quadrant mirrors the first. On the positive imaginary axis both r are real and lie between 0 and their static values, which are below one when the static ε_s and ε_g exceed one; then r_g r_s x < 1. No growing mode exists.

If one body is active, 𝒯 is negative and has no lower bound: random coefficients at x = 1 reached −1.2×10⁵. If both are active, 𝒯 still lies between 0 and 1, but a steady state is no longer assured.

**Weak coupling and the phonon line**

For r_g r_s x → 0 the denominator tends to one and 𝒯 → 4 Im r_g Im r_s x. Used outside that limit, this expression can exceed one, yet its total flux can still be too small. A one-phonon substrate shows why:

ε_s = ε_∞(ω_LO² − ω² − iγω)/(ω_TO² − ω² − iγω).

Substitution in r_s gives

r_s = r_∞ + S/D, D = ω_s² − ω² − iγω
r_∞ = (ε_∞ − 1)/(ε_∞ + 1), ω_s² = (ε_∞ω_LO² + ω_TO²)/(ε_∞ + 1)
S = 2(ω_s² − ω_TO²)/(ε_∞ + 1).

Let p = r_g x and P = pS/(1 − pr_∞). Then 1 − pr_s = (1 − pr_∞)(D − P)/D and Im r_s = Sγω/|D|², so

Im r_s/|1 − pr_s|² = Sγω/(|1 − pr_∞|² |D − P|²).

For a narrow line and slowly varying p, put u = ω², ω dω = du/2, and replace γω by γω′ in the width, with ω′² = ω_s² − Re P. The Lorentzian integral is π/(γω′ + Im P). Without graphene the line area is πS/(2ω_s). The ratio is

|1 − pr_∞|^{−2} · γω_s/(γω′ + Im P).

The first factor is the effect of background reflection, which strengthens the line when |1 − pr_∞| < 1. The second contains back-flow into graphene, Im P > 0, which weakens it.

**Graphene response**

Measure k, Q = ħvq and z in energy. With k′ = |k + Q| and θ the angle between k and k + Q,

χ = 4Σ_{ss′}∫ d²k/(2π)² (f_{sk} − f_{s′k′})(1 + ss′cos θ)/2 / (z + sk − s′k′),

to be divided by (ħv)². For a filled valence band use k + k′ = Q cosh u and k − k′ = Q cos v. Then d²k = kk′ du dv and 1 − cos θ = Q² sin²v/(2kk′). The v integral gives π, and s = Q sinh u leaves

χ_vac = −(Q²/2π)∫₀^∞ ds/(s² + Q² − z²) = −Q²/(4√(Q² − z²)).

Electrons and holes, with N(k) = f_e + f_h, add N(k) times the terms (1 + s′cos θ)/[2(k ± z − s′k′)]. With φ the angle between k and Q, k′cos θ = k + Q cos φ. Summing over s′ gives (g + Q cos φ)/(h − 2kQ cos φ), with g = 2k ± z and h = z² ± 2kz − Q². In the numerator write Q cos φ = [h − (h − 2kQ cos φ)]/(2k). Since the angular average of 1/(h − 2kQ cos φ) is 1/R, R = √(h − 2kQ)√(h + 2kQ),

χ = χ_vac + (1/π)∫₀^∞ dk N(k) Σ_±[(2kg + h)/R − 1].

At Q = 0.25 eV and z = 0.15 + 0.05i eV this agrees with the direct band sum to 3×10⁻⁹.

Scattering at energy rate η sets z = ω + iη (ω in energy) and relaxes the distribution towards local equilibrium. That equilibrium is the static response to some potential u, with density χ₀u, χ₀ = χ(Q,0). If (z − L)δf = Fφ + iηδf_eq and −Lδf_eq = Fu, then (z − L)^{−1}δf_eq = [δf_eq − (z − L)^{−1}Fu]/z. Taking densities, with χ₀u = δn to conserve particles, δn = χφ + (iη/z)(1 − χ/χ₀)δn, so

δn/φ = (1 + iη/ω)χ/[1 + (iη/ω)χ/χ₀].

**Worked example**

Take Fermi energy 0.30 eV, v = 10⁶ m/s, η = 10 meV, T_e = 1000 K, T_L = 300 K and d = 1 nm. The substrate has ε_∞ = 6.5, TO and LO energies 100 and 120 meV, and damping 2 meV; thus r_∞ = 0.733 and ħω_s = 117.5 meV.

The flux is 97 MW/m² (9.7 kW/cm²), with 89 % of it between 95 and 125 meV. The electron heat capacity is 1.5×10⁻⁶ J/(m² K), so the initial cooling rate is 97×10⁶/1.5×10⁻⁶ K/s = 65 K/ps.

Dropping the denominator gives 63 MW/m², although single modes then reach factors above 100. At the heat-weighted mean wavevector, 0.394 nm⁻¹, and the energy of the spectral peak, 116 meV, p = 0.416 + 0.015i. The background factor is 1/|1 − 0.416×0.733|² = 2.07 and the second factor is 0.90; their product, 1.87, agrees with quadrature of the line. The flux ratio, 1.56, averages over all wavevectors. Removing r_∞ while keeping Im r_s lowers the flux to 48 MW/m², so the background reflection causes the excess over weak coupling.

Unit transmission occurs at more than one point. One is at q = 0.0953 nm⁻¹ and 104.2 meV, below the surface phonon. Another is at q = 0.0217 nm⁻¹ and 123.4 meV. At the latter |r_g| = 8.22 and |r_s| = 0.127, whose product 1.044 equals e^{2qd}, and both phases are 1.316 rad. The large r_g means |ε_g| = 1/|1 − r_g| ≈ 0.12, close to the sheet plasmon. Both points lie well below the mean wavevector.

With all else fixed, gaps of 0.5, 1, 2 and 5 nm give 203, 97, 37 and 9.1 MW/m². Between neighbouring gaps in this list the average power of 1/d is 1.1, 1.4 and 1.5, so no single power law fits this range.

**Real samples and limits**

The phonon energies and ε_∞ are roughly those of silicon carbide. A good crystal has damping below 1 meV, so 2 meV is high. Taking 0.6 meV at fixed p changes the second line factor from 0.90 to about 0.70. The full flux, summed over all wavevectors, falls by 27 % to 71 MW/m². Graphene in contact sits closer than 1 nm, which raises the flux as the gap series shows. Its own phonons also cool the electrons, so 65 K/ps is one channel's contribution.

The largest sensitivity sized here is to a Hubbard local field: r_g = −v_qχ/[1 − v_q(1 − G)χ] with G = q/(4√(q² + k_F²)) raises the flux by 43 %. This shows sensitivity to the screening model and is not graphene's exchange correction. With e²/(4πε₀ħv) = 2.2, G v_q|χ₀| reaches 1.95, so the static ε_g = 1/(1 − r_g) turns negative below about 0.9 nm⁻¹ (−17 near the mean wavevector, against 10 without G). That lies outside the condition used in the stability argument, although the static r_g r_s x stays below 0.81. Raising v to 1.15×10⁶ m/s at the same density lowers the flux by 4 %. The result is therefore an estimate of order 100 MW/m². Doubling η raises it by 10 %. Trigonal warping changes band energies by up to 3 % at carrier energy μ + 3k_BT_e. The mean wavevector is about 660 times that of light at ω_s, which supports the non-retarded field, and the black-body flux is 0.056 MW/m². For a rough heat capacity of 2 MJ/(m³ K) in a layer 1/(2q) deep, the substrate warms by 0.04 K/ps. A fixed T_L is then sound over some picoseconds, provided the heat spreads quickly over all lattice modes of the layer.

Computed values

```
Fermi energy 0.30 eV, Fermi velocity 1.0e+06 m/s
electron temperature 1000 K, substrate 300 K
gap 1.0 nm, graphene scattering hbar/tau 10 meV
substrate eps_inf 6.5, damping 2 meV
substrate TO 100 meV, LO 120 meV
surface phonon of bare substrate (eps=-1): 117.5 meV
hbar v = 0.6582 eV nm, coupling constant 2.188
chemical potential at electron temperature: 0.2589 eV
random pairs, largest factor, both passive: 0.999989
random pairs, largest factor, both active: 0.999970
random pairs, lowest factor, one active: -1.17e+05
Joule-heat test, largest relative deviation: 1.3e-05
polarizability test, relative deviation: 3.0e-09
Drude-limit test, relative deviation: 3.9e-03
largest factor on mesh: 0.9988
largest weak-coupling factor on mesh: 125.8
refined maximum: factor 1.00000000, mismatch 3.7e-09
  at q = 0.02168 1/nm, E = 123.37 meV
  r_g = 2.0721+7.9504j, r_s = 0.0321+0.1230j, exp(-2qd) = 0.9576
  phases of r_g, r_s: 1.3158, 1.3158 rad
heat flux: 97.253 MW/m2 = 9725.3 W/cm2
weak-coupling heat flux: 62.538 MW/m2
full flux / weak-coupling flux: 1.555
heat flux without background reflection: 47.727 MW/m2
background reflection of substrate: 0.7333
at mean wavevector: p = r_g exp(-2qd) = 0.4163+0.0148j
  line-area factors: background 2.072, back-flow 0.901
  their product 1.866, by quadrature 1.864
  dressed phonon line: 114.9 meV
spectrum peak: 115.7 meV
weak-coupling spectrum peak: 117.4 meV
share of heat between 95 and 125 meV: 89.3 %
heat-weighted mean wavevector: 0.394 1/nm
electron heat capacity: 1.505e-06 J/(m2 K)
initial cooling rate: 64.609 K/ps
gap 0.5 nm: heat flux 202.892 MW/m2
gap 1.0 nm: heat flux 97.253 MW/m2
gap 2.0 nm: heat flux 37.274 MW/m2
gap 5.0 nm: heat flux 9.129 MW/m2
flux shift on coarser mesh: 0.001 %
flux change, Hubbard local field: 43.4 %
flux change, doubled scattering: 9.9 %
band-energy error from trigonal warping: 2.9 %
light wavevector at surface phonon: 5.96e-04 1/nm
heat share from q < 0.01 1/nm: 0.038 %
far-field black-body flux: 0.0562 MW/m2
substrate warming (rough 2 MJ/(m3 K)): 3.83e-02 K/ps
```
